# Relative resistance noise from uncorrelated local resistivity fluctuations: a numerical check

```python
"""Resistance noise from spatially uncorrelated local resistivity noise.

Result under test:
    S_R / R^2 = s * integral(J^4 dV) / (integral(J^2 dV))^2 = s / V_eff
R    resistance            S_R  one-sided spectral density of R
J    magnitude of the unperturbed current density
s    local noise strength: cross-spectrum of delta rho / rho is s*delta(r-r')
Geometry: film of thickness t between an inner circular contact (radius a)
and an outer one (radius b); the inner centre may be displaced by d.
The field solver uses lengths in micrometres, unit resistivity, unit thickness.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.special import ive
from scipy import constants as const

rng = np.random.default_rng(7)


class RingMesh:
    """Linear triangular elements between two circular contacts."""

    def __init__(self, a, b, d, nr, nt):
        r = (a * (b / a) ** (np.arange(nr + 1) / nr))[:, None]
        angle = 2 * np.pi * np.arange(nt) / nt
        z = (d * (b - r) / (b - a) + r * np.exp(1j * angle)).ravel()
        index = np.arange((nr + 1) * nt).reshape(nr + 1, nt)
        p, q = index[:-1], index[1:]
        pn, qn = np.roll(p, -1, 1), np.roll(q, -1, 1)
        tri = np.array([[p, q, qn], [p, qn, pn]])
        tri = tri.transpose(0, 2, 3, 1).reshape(-1, 3)
        v = z[tri]
        self.area = 0.5 * np.imag(np.conj(v[:, 1] - v[:, 0])
                                  * (v[:, 2] - v[:, 0]))
        assert self.area.min() > 0
        ne = len(tri)
        grad = np.array([1j * (v[:, (k + 2) % 3] - v[:, (k + 1) % 3])
                         / (2 * self.area) for k in range(3)]).T
        rows = np.repeat(np.arange(ne), 3)
        shape = (ne, len(z))
        gx = sp.csr_matrix((grad.real.ravel(), (rows, tri.ravel())), shape)
        gy = sp.csr_matrix((grad.imag.ravel(), (rows, tri.ravel())), shape)
        full = sp.vstack([gx, gy]).tocsc()
        self.free = full[:, nt:nr * nt].tocsr()
        self.free_t = self.free.T.tocsr()
        self.inner = np.asarray(full[:, :nt].sum(axis=1)).ravel()
        self.nr, self.nt, self.ne = nr, nt, ne

    def solve(self, rho):
        """Resistance, and (J/I)^2 in each element, for element resistivities."""
        weight = np.tile(self.area / rho, 2)
        stiffness = (self.free_t @ sp.diags(weight) @ self.free).tocsc()
        phi = spsolve(stiffness, -(self.free_t @ (weight * self.inner)))
        field = self.free @ phi + self.inner
        current = np.sum(weight * field**2)      # unit applied voltage
        j2 = (field[:self.ne]**2 + field[self.ne:]**2) / rho**2
        return 1 / current, j2 / current**2

    def sensitivity(self, elements, step=1e-3):
        """d ln R / d ln rho_e by complete re-solution."""
        r0 = self.solve(np.ones(self.ne))[0]
        out = []
        for e in elements:
            values = []
            for sign in (1, -1):
                rho = np.ones(self.ne)
                rho[e] += sign * step
                values.append(self.solve(rho)[0])
            out.append((values[0] - values[1]) / (2 * step * r0))
        return np.array(out)


def effective_area(area, j2):
    return np.sum(area * j2)**2 / np.sum(area * j2**2)


# Example inputs (round values; rough regime of a doped silicon film on oxide)
a_um, b_um, d_um, t_um = 1.0, 5.0, 2.0, 0.1
n_cm3, mobility, alpha = 1e18, 250.0, 1e-4
voltage, temperature, freq = 0.1, 300.0, 10.0
log_ratio = np.log(b_um / a_um)
area_eff = 4 * np.pi * log_ratio**2 / (a_um**-2 - b_um**-2)
area_film = np.pi * (b_um**2 - a_um**2)

# Closed ring formula against re-solved resistance changes.
# Rotation symmetry: one angular sector represents all sectors.
ring = RingMesh(a_um, b_um, 0.0, 32, 80)
sector = np.arange(ring.ne).reshape(2, ring.nr, ring.nt)[:, :, 0].ravel()
g_ring = ring.sensitivity(sector)
area_eff_fd = 1 / (ring.nt * np.sum(g_ring**2 / ring.area[sector]))
assert abs(area_eff_fd / area_eff - 1) < 0.02       # mesh error
r_ring = ring.solve(np.ones(ring.ne))[0]
assert abs(r_ring / (log_ratio / (2 * np.pi)) - 1) < 0.01

# Displaced contact: every element's sensitivity against J^2 dV / integral
off = RingMesh(a_um, b_um, d_um, 12, 24)
r_off, j2_off = off.solve(np.ones(off.ne))
g_formula = off.area * j2_off / np.sum(off.area * j2_off)
g_fd = off.sensitivity(range(off.ne))
sens_error = np.max(np.abs(g_fd - g_formula)) / np.max(g_formula)
assert sens_error < 1e-4
assert abs(np.sum(g_fd) - 1) < 1e-4                 # fully correlated limit
noise_fd = np.sum(g_fd**2 / off.area)
assert abs(noise_fd * effective_area(off.area, j2_off) - 1) < 1e-4

# Remainder beyond first order: quadratic in amplitude and negative
pattern = rng.uniform(-1, 1, off.ne)
remainder = []
for eps in (0.02, 0.01):
    r_eps = off.solve(1 + eps * pattern)[0]
    remainder.append(r_eps / r_off - 1 - eps * np.sum(g_formula * pattern))
assert remainder[0] < 0 and remainder[1] < 0
remainder_ratio = remainder[0] / remainder[1]
assert abs(remainder_ratio - 4) < 0.3

# Random uncorrelated patterns: variance of the fully re-solved resistance
samples = 1000
strength = 0.10**2 * off.area.min()                 # largest local rms: 10 %
local_rms = np.sqrt(strength / off.area)
r_random = np.array([off.solve(1 + local_rms * rng.standard_normal(off.ne))[0]
                     for _ in range(samples)])
mc_ratio = (np.var(r_random, ddof=1) / np.mean(r_random)**2
            * effective_area(off.area, j2_off) / strength)
mc_error = np.sqrt(2 / samples)
assert abs(mc_ratio - 1) < 4 * mc_error             # four standard errors

# Displaced contact: two image line sources, integrated by quadrature
root_sum = (b_um**2 + d_um**2 - a_um**2) / d_um
root_gap = np.sqrt(root_sum**2 - 4 * b_um**2)
source_in, source_out = (root_sum - root_gap) / 2, (root_sum + root_gap) / 2
x, w = np.polynomial.legendre.leggauss(80)
r = (0.5 * (b_um + a_um) + 0.5 * (b_um - a_um) * x)[:, None]
theta = 2 * np.pi * np.arange(400) / 400
z = d_um * (b_um - r) / (b_um - a_um) + r * np.exp(1j * theta)
jacobian = r * (1 - d_um / (b_um - a_um) * np.cos(theta))
cell = jacobian * (0.5 * (b_um - a_um) * w)[:, None] * 2 * np.pi / 400
j2 = np.abs(1 / (z - source_in) - 1 / (z - source_out))**2 / (2 * np.pi)**2
r_off_exact = np.sum(cell * j2)
area_eff_off = effective_area(cell, j2)
fine = RingMesh(a_um, b_um, d_um, 64, 160)
r_fine, j2_fine = fine.solve(np.ones(fine.ne))
assert abs(np.sum(cell) / area_film - 1) < 1e-9
assert abs(r_fine / r_off_exact - 1) < 0.01
assert abs(effective_area(fine.area, j2_fine) / area_eff_off - 1) < 0.02
assert area_eff_off < area_film and area_eff < area_film

# Coplanar electrode edge at z=1: complex potential arcsin(z), upper half-plane
edge_j4, edge_j2 = [], []
ang = (np.arange(400) + 0.5) * np.pi / 400
for low in (1e-5, 1e-4):
    u = np.log(low) + (np.arange(200) + 0.5) * np.log(10) / 200
    rad = np.exp(u)[:, None]
    ze, h = 1 + rad * np.exp(1j * ang), 1e-3 * rad
    je = np.abs((np.arcsin(ze + h) - np.arcsin(ze - h)) / (2 * h))
    de = rad**2 * np.log(10) / 200 * np.pi / 400
    edge_j4.append(np.sum(je**4 * de))
    edge_j2.append(np.sum(je**2 * de))
edge_law = np.pi * np.log(10) / 4
assert max(abs(np.array(edge_j4) / edge_law - 1)) < 0.01
assert abs(edge_j2[1] / edge_j2[0] - 10) < 0.1

# Worked example, SI inside
q, kB = const.e, const.k
kT = kB * temperature
n, t = n_cm3 * 1e6, t_um * 1e-6
a = a_um * 1e-6
rho = 1 / (q * n * mobility * 1e-4)
resistance = rho * log_ratio / (2 * np.pi * t)
current = voltage / resistance
j_inner = current / (2 * np.pi * a * t)
field_inner = rho * j_inner
vol_eff, vol_film = area_eff * t_um, area_film * t_um
vol_eff_off = area_eff_off * t_um
local_s = alpha / (n * freq)                        # m^3/Hz
rel_noise = local_s / (vol_eff * 1e-18)
rel_noise_off = local_s / (vol_eff_off * 1e-18)
rel_noise_uniform = local_s / (vol_film * 1e-18)
sv = voltage**2 * rel_noise
sv_thermal = 4 * kT * resistance
corner = freq * sv / sv_thermal

# Effects left out, sized with rough typical auxiliary values
trap_density, tunnel_nm = 1e17, 0.1                 # cm^-3 eV^-1, nm
trap_share = (2 * (kT / q) * trap_density * 1e6 * tunnel_nm * 1e-9
              / (n * t)**2) / (alpha / (n * t))
eps_r = 11.7
debye = np.sqrt(eps_r * const.epsilon_0 * kT / (q**2 * n))
ell = debye * 1e6
m = 3000
rr = a_um + (np.arange(m) + 0.5) * (b_um - a_um) / m
dr = (b_um - a_um) / m
kernel = (np.exp(-(rr[:, None] - rr)**2 / (2 * ell**2))
          * ive(0, rr[:, None] * rr / ell**2) / ell**2)
f_weight = rr**-1.0                                 # J^2 times r
loss_rim = 1 - (f_weight @ kernel @ f_weight) * dr**2 / np.sum(rr**-3 * dr)
loss_law = (ell / np.sqrt(2 * np.pi) * (a_um**-3 + b_um**-3)
            / (0.5 * (a_um**-2 - b_um**-2)))
assert abs(loss_rim / loss_law - 1) < 0.06          # next order and grid
loss_faces = 2 * debye / (np.sqrt(2 * np.pi) * t)
decades = 9
local_var = alpha / n * decades * np.log(10) / ((2 * np.pi)**1.5 * debye**3)
v_sat = 1e7                                         # cm/s
velocity_share = mobility * field_inner * 1e-2 / v_sat
box_nm, kappa_ox = 400.0, 1.4                       # nm, W/(m K)
heating = rho * j_inner**2 * t * box_nm * 1e-9 / kappa_ox
contact_rho = 1e-7                                  # ohm cm^2
contact_r = contact_rho * 1e-4 / (2 * np.pi * a * t)
mass_dos = 1.08
n_c = 2 * (2 * np.pi * mass_dos * const.m_e * kT / const.h**2)**1.5
degeneracy = n / (2**1.5 * n_c)
box_field = voltage / (box_nm * 1e-7) * 1e-6        # MV/cm


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("inner radius a", a_um, "um")
show("outer radius b", b_um, "um")
show("film thickness t", t_um * 1000, "nm")
show("electron density", n_cm3, "cm^-3")
show("mobility", mobility, "cm2/Vs")
show("Hooge parameter", alpha)
show("voltage", voltage, "V")
show("temperature", temperature, "K")
show("frequency", freq, "Hz")
show("resistivity", rho * 100, "ohm cm")
show("resistance", resistance, "ohm")
show("current", current * 1e6, "uA")
show("J at inner contact", j_inner * 1e-4, "A/cm2")
show("field at inner contact", field_inner * 1e-2, "V/cm")
show("film volume", vol_film, "um^3")
show("effective volume", vol_eff, "um^3")
show("film/effective volume", vol_film / vol_eff)
show("local strength s at f", local_s * 1e18, "um^3/Hz")
show("S_R/R^2 at f", rel_noise, "1/Hz")
show("same, if J were uniform", rel_noise_uniform, "1/Hz")
show("S_V at f", sv, "V^2/Hz")
show("thermal noise 4kTR", sv_thermal, "V^2/Hz")
show("crossing frequency", corner / 1000, "kHz")
show("contact displacement d", d_um, "um")
show("displaced: resistance", rho / t * r_off_exact, "ohm")
show("displaced: effective volume", vol_eff_off, "um^3")
show("displaced: S_R/R^2 at f", rel_noise_off, "1/Hz")
show("displaced/centred noise", rel_noise_off / rel_noise)
show("TEST ring V_eff, re-solved/formula", area_eff_fd / area_eff, "", ".4f")
show("TEST largest sensitivity error", sens_error, "", ".1e")
show("TEST sum of sensitivities", np.sum(g_fd), "", ".6f")
show("TEST remainder ratio, halved amplitude", remainder_ratio, "", ".3f")
show("TEST random variance/formula", mc_ratio, "", ".3f")
show("TEST its standard error", mc_error, "", ".3f")
show("TEST edge J^4 per decade/log law", edge_j4[0] / edge_law, "", ".4f")
show("TEST edge J^2, ratio of decades", edge_j2[1] / edge_j2[0], "", ".3f")
show("oxide trap density", trap_density, "cm^-3 eV^-1")
show("trap tunnelling length", tunnel_nm, "nm")
show("trap noise/Hooge noise", trap_share * 100, "%", ".2g")
show("screening length", debye * 1e9, "nm", ".3g")
show("correlation loss at rims", loss_rim * 100, "%", ".2g")
show("correlation loss at faces", loss_faces * 100, "%", ".2g")
show("decades of frequency for local rms", decades)
show("local rms of rho", np.sqrt(local_var) * 100, "%", ".2g")
show("saturation velocity", v_sat, "cm/s")
show("mobility*field/saturation velocity", velocity_share * 100, "%", ".2g")
show("buried oxide thickness", box_nm, "nm")
show("oxide thermal conductivity", kappa_ox, "W/(m K)")
show("heating at inner rim, no spreading", heating, "K", ".2g")
show("contact resistivity", contact_rho, "ohm cm2")
show("inner contact resistance", contact_r, "ohm", ".3g")
show("contact/film resistance", contact_r / resistance * 100, "%", ".2g")
show("degeneracy correction to D/mobility", degeneracy * 100, "%", ".2g")
show("buried oxide field", box_field, "MV/cm", ".2g")
print("PASS")
```

Running it gives:

```
inner radius a: 1 um
outer radius b: 5 um
film thickness t: 100 nm
electron density: 1e+18 cm^-3
mobility: 250 cm2/Vs
Hooge parameter: 0.0001
voltage: 0.1 V
temperature: 300 K
frequency: 10 Hz
resistivity: 0.02497 ohm cm
resistance: 639.5 ohm
current: 156.4 uA
J at inner contact: 2.489e+04 A/cm2
field at inner contact: 621.3 V/cm
film volume: 7.54 um^3
effective volume: 3.391 um^3
film/effective volume: 2.224
local strength s at f: 1e-11 um^3/Hz
S_R/R^2 at f: 2.949e-12 1/Hz
same, if J were uniform: 1.326e-12 1/Hz
S_V at f: 2.949e-14 V^2/Hz
thermal noise 4kTR: 1.06e-17 V^2/Hz
crossing frequency: 27.84 kHz
contact displacement d: 2 um
displaced: resistance: 566.4 ohm
displaced: effective volume: 2.359 um^3
displaced: S_R/R^2 at f: 4.239e-12 1/Hz
displaced/centred noise: 1.437
TEST ring V_eff, re-solved/formula: 0.9998
TEST largest sensitivity error: 3.7e-07
TEST sum of sensitivities: 1.000000
TEST remainder ratio, halved amplitude: 3.999
TEST random variance/formula: 1.013
TEST its standard error: 0.045
TEST edge J^4 per decade/log law: 1.0000
TEST edge J^2, ratio of decades: 10.000
oxide trap density: 1e+17 cm^-3 eV^-1
trap tunnelling length: 0.1 nm
trap noise/Hooge noise: 5.2 %
screening length: 4.09 nm
correlation loss at rims: 0.34 %
correlation loss at faces: 3.3 %
decades of frequency for local rms: 9
local rms of rho: 4.4 %
saturation velocity: 1e+07 cm/s
mobility*field/saturation velocity: 1.6 %
buried oxide thickness: 400 nm
oxide thermal conductivity: 1.4 W/(m K)
heating at inner rim, no spreading: 0.44 K
contact resistivity: 1e-07 ohm cm2
inner contact resistance: 15.9 ohm
contact/film resistance: 2.5 %
degeneracy correction to D/mobility: 1.3 %
buried oxide field: 0.0025 MV/cm
PASS
```
